Precursor residence times at 473 K for two adsorption energies

**Problem**

During atomic layer deposition of a gate dielectric, precursor molecules arrive from the gas, stay for a while on the two-dimensional channel, and either react or leave again. Consider two kinds of adsorption site, with adsorption energies of 0.3 eV and 0.8 eV. The energies are positive numbers: each is the depth E of the well that holds the molecule, measured from the potential energy of the free molecule. The surface is at T = 473 K, and the attempt frequency is ν = 10¹³ s⁻¹ for both sites.

(a) Derive the mean residence time τ of a molecule that does not react, stating the assumptions.

(b) Evaluate τ for both sites and compare them. How sensitive is the result to E and to ν?

(c) In a precursor pulse of 0.1 s, molecules arrive at each empty site at the rate r = 10⁴ s⁻¹. Find the coverage of each kind of site, and say what it means for nucleation.

(d) The pulse is followed by a purge of 1 s. Does either site keep its unreacted precursor? What adsorption energy would give a mean residence time of 1 s?

The value of r is a round model parameter. The two sites represent weaker and stronger binding, not a particular precursor or channel material.

**Solution**

**(a) The mean residence time**

Let z be the displacement of the molecule along the surface normal, p its momentum and m its mass. The well is taken as harmonic up to an outer point z_E, where the potential energy has risen by E, and as flat beyond it. Inside the well the energy is

ε = p²/(2m) + ½ m ω² z², with ω = 2πν.

There is no extra barrier to adsorption, so the energy needed to leave equals E. The molecule is isolated and intact, and its motion is treated classically. Energy exchange with the surface is assumed fast enough to keep the population of the well thermal up to the energy E.

The first quantity needed is the probability that the molecule has enough energy to leave. In thermal equilibrium the phase-space density is proportional to exp(−ε/k_BT). To turn it into a distribution of energy, write

z = √(2ε/(mω²)) sin φ,
p = √(2mε) cos φ.

The derivatives with respect to ε are ∂z/∂ε = z/(2ε) and ∂p/∂ε = p/(2ε). The Jacobian determinant is therefore

(∂z/∂ε)(∂p/∂φ) − (∂z/∂φ)(∂p/∂ε)
= −(1/(2ε)) (2ε/ω) (sin²φ + cos²φ)
= −1/ω.

Its magnitude does not depend on ε, so equal energy intervals have equal phase-space areas. The normalized energy density is then

w(ε) = exp(−ε/k_BT)/(k_BT),

and the probability of an energy above E is

P(ε > E) = ∫_E^∞ w(ε) dε = exp(−E/k_BT).

An oscillator with ε > E passes z_E moving outward once in every period 1/ν. One with ε < E turns back before reaching it. The number of outward passages per unit time is therefore

k = ν exp(−E/k_BT).

The same rate follows from the flux at z_E, which shows where the mass goes. The probability density of position at that point is

ρ(z_E) = √(mω²/(2πk_BT)) exp(−E/k_BT).

The outward part of the thermal velocity distribution contributes

∫_0^∞ v √(m/(2πk_BT)) exp(−mv²/(2k_BT)) dv
= √(m/(2πk_BT)) (k_BT/m)
= √(k_BT/(2πm)).

In the product of the two results both m and k_BT cancel in front of the exponential, leaving ω/(2π) = ν. A heavier molecule moves more slowly, but at fixed ν it is also confined more narrowly, and the two effects compensate.

One detail remains. The density ρ was normalized over the whole parabola, whereas the real well ends at z_E. The population at positions inside z_E is smaller than one by the Gaussian tail beyond that point, and the rate per molecule located inside the well, whatever its energy, becomes

k = ν exp(−E/k_BT) / [1 − ½ erfc(√(E/k_BT))].

Relative to the simple formula, this raises the rate by 6.2 × 10⁻⁵ for the 0.3 eV site and by 1.9 × 10⁻¹⁰ for the 0.8 eV site. Both corrections can be dropped. They would matter if E were comparable with k_BT, but then the notion of a bound molecule waiting to escape would itself be poor.

The rate must now be turned into a mean time. Let S(t) be the probability that a molecule adsorbed at t = 0 is still there at time t. With a constant escape rate,

dS/dt = −kS, S(0) = 1, hence S(t) = exp(−kt).

The probability of leaving between t and t + dt is −dS = k exp(−kt) dt. The mean time of leaving, integrated by parts, is

τ = ∫_0^∞ t k exp(−kt) dt
= [−t exp(−kt)]_0^∞ + ∫_0^∞ exp(−kt) dt
= 0 + 1/k.

Therefore

τ = (1/ν) exp(E/k_BT).

This is a mean over a broad distribution: a fraction 1/e of the molecules stays longer than τ.

Two of the assumptions deserve a closer look. First, the formula counts every outward passage as a final departure and takes the population near E to be thermal. If molecules often turn back just outside the well, or if the surface resupplies energetic molecules too slowly, the escape rate is lower and the residence time longer. The same happens if the coupling to the surface is so strong that it repeatedly interrupts the motion within a single vibration.

Second, the classical treatment is an approximation here, because hν is about 0.041 eV, nearly equal to k_BT. Let x = hν/(k_BT). With energies measured from the bottom of the well, the classical partition function of the oscillator is 1/x, and the quantum one is 1/(2 sinh(x/2)). If the motion at the escape point is still treated classically, the escape rate is inversely proportional to the partition function of the well. The quantum rate then exceeds the classical one by the factor

2 sinh(x/2)/x ≈ 1 + x²/24,

which is about 4 percent for x near 1. A larger effect arises if the quoted adsorption energy already has the zero-point energy hν/2 subtracted. The well depth is then E + hν/2, and both residence times grow by a net factor of about 1.6. In this harmonic estimate, neither correction changes the ratio of the two times, since ν is the same for both sites. These estimates take ν = 10¹³ s⁻¹ literally as the vibration frequency along the normal. For a molecule of 72 u, that would place z_E only 0.14 Å from the minimum of the 0.3 eV well. A Morse well with a range parameter of 1 to 2 Å⁻¹ gives about 1 to 5 × 10¹² s⁻¹ for the two depths, growing as √E. The quantum correction is then below 1 percent, the zero-point factor is smaller, and the two sites no longer share one frequency. The stated ν is close to k_BT/h = 9.9 × 10¹² s⁻¹ and is best read as a conventional prefactor. In what follows, E is the classical well depth.

**(b) The two residence times**

At 473 K the thermal energy is k_BT = 0.04076 eV. For the weakly binding site,

E/k_BT = 0.3/0.04076 = 7.360,
exp(−E/k_BT) = 6.361 × 10⁻⁴ (from the unrounded exponent),
k = 10¹³ s⁻¹ × 6.361 × 10⁻⁴ = 6.361 × 10⁹ s⁻¹,
τ = 1/k = 1.572 × 10⁻¹⁰ s.

For the more strongly binding site,

E/k_BT = 0.8/0.04076 = 19.627,
exp(−19.627) = 2.993 × 10⁻⁹,
k = 10¹³ s⁻¹ × 2.993 × 10⁻⁹ = 2.993 × 10⁴ s⁻¹,
τ = 1/k = 3.341 × 10⁻⁵ s.

The mean residence times are thus about 0.16 ns and 33 microseconds. In units of the vibration period, the first molecule stays for τν ≈ 1.6 × 10³ periods and the second for about 3.3 × 10⁸.

The ratio can be found without either absolute time. Dividing the two expressions for τ cancels the common prefactor:

τ(0.8 eV)/τ(0.3 eV) = exp[(0.8 − 0.3)/0.04076] = exp(12.267) ≈ 2.125 × 10⁵ (from the unrounded exponent).

An energy ratio of less than three has become a time ratio of about two hundred thousand, because it is the difference of the energies, measured in units of k_BT, that enters the exponent. If the sites had different attempt frequencies, the right-hand side would be multiplied by ν(0.3 eV)/ν(0.8 eV).

The same exponential limits the accuracy. A change of 0.1 eV in E multiplies τ by

exp(0.1/0.04076) = 11.63.

An adsorption energy known only to 0.1 eV therefore fixes the residence time only to about an order of magnitude either way. An error common to both energies cancels in the ratio, but independent errors do not.

The attempt frequency enters more gently. A tenfold increase of ν shortens τ tenfold, and this is offset by an increase δE that satisfies

exp(δE/k_BT) = 10, so δE = k_BT ln 10 = 0.0939 eV.

A factor of ten in ν thus counts as much as an error of roughly 0.1 eV in E. This is relevant because the model contains only the motion along the surface normal. For a polyatomic precursor, rotations and lateral motion also change on adsorption, and their effect would have to be included in an effective prefactor. Where adsorption strongly restricts these motions, that prefactor can exceed 10¹³ s⁻¹ by several orders of magnitude. The residence times would then be shorter by the same factor, and the energy needed for a given residence time would be higher. The absolute times found here therefore belong to the one-dimensional harmonic model with the stated ν.

Temperature acts on the two sites unequally. Differentiating ln τ = −ln ν + E/(k_BT) at fixed ν and E gives

d ln τ/dT = −E/(k_BT²).

Heating shortens both times, but the fractional change per kelvin is larger for the 0.8 eV site by the factor 0.8/0.3. The ratio of the times therefore falls on heating and grows on cooling.

**(c) Coverage during the pulse**

Let θ be the probability that a site is occupied. Every molecule that arrives at an empty site is assumed to stick, and an occupied site accepts no second molecule. Sites are independent, and reaction is left out for the moment. Then

dθ/dt = r(1 − θ) − θ/τ = r − (r + 1/τ)θ.

Setting the derivative to zero gives the steady coverage

θ_s = r/(r + 1/τ) = rτ/(1 + rτ).

Starting from an empty site, the solution is

θ(t) = θ_s {1 − exp[−(r + 1/τ)t]},

as substitution confirms. The steady state is approached at the rate r + 1/τ. For the 0.8 eV site this is about 4 × 10⁴ s⁻¹, and for the 0.3 eV site it is far larger. Both sites therefore reach their steady coverage very early in the 0.1 s pulse.

For the weakly binding site,

rτ = 10⁴ s⁻¹ × 1.572 × 10⁻¹⁰ s = 1.572 × 10⁻⁶,
θ_s ≈ 1.572 × 10⁻⁶.

The denominator 1 + rτ makes no visible difference here. This is the dilute limit, rτ ≪ 1, in which coverage is proportional to residence time. For the more strongly binding site,

rτ = 10⁴ s⁻¹ × 3.341 × 10⁻⁵ s = 0.3341,
θ_s = 0.3341/1.3341 ≈ 0.25.

A quarter of these sites are occupied at any moment, against fewer than two in a million of the others. These values hold for the stated ν. An effective prefactor a hundred times larger would lower the coverage of the stronger site to about 0.003 and bring the ratio of the coverages close to the ratio of the residence times. The ratio of the coverages is

(2.125 × 10⁵)/1.3341 ≈ 1.593 × 10⁵,

which is smaller than the ratio of residence times. The reduction comes from the factor 1 + rτ of the stronger site: part of the time that site is already full and accepts no arrivals. In the opposite limit, rτ ≫ 1, the coverage approaches one, and a still longer residence adds little.

These coverages also show how much a few strong sites can matter. Suppose a fraction f of all sites binds with 0.8 eV and the rest with 0.3 eV. The two groups hold equal numbers of molecules when

f θ_s(0.8 eV) = (1 − f) θ_s(0.3 eV),
f/(1 − f) = 1/(1.593 × 10⁵) ≈ 6.3 × 10⁻⁶.

In this model, about six strong sites per million hold as much precursor as all the weak ones together.

Nucleation requires more than presence: the molecule has to react. Let k_r be the reaction rate of an adsorbed molecule. It survives both reaction and desorption up to time t with probability exp[−(k_r + 1/τ)t]. The probability that it reacts before it leaves is therefore

P_r = ∫_0^∞ k_r exp[−(k_r + 1/τ)t] dt
= k_r/(k_r + 1/τ)
= k_rτ/(1 + k_rτ).

If reaction is slow, k_rτ ≪ 1, this probability is close to k_rτ, and the residence time directly controls the chance of forming a nucleus. As long as few sites have reacted, the coverages found above are nearly undisturbed, and the reaction rate per site is k_rθ_s. With equal k_r on both sites, the 0.8 eV site then starts nuclei about 1.6 × 10⁵ times as often. For this to hold throughout a pulse of duration t_p, k_rθ_s t_p must also be small at both sites. Otherwise the strong sites are used up by reaction, and their advantage in the number of nuclei shrinks.

If reaction is fast on both sites, k_rτ ≫ 1, then P_r is close to one for each. Nearly every adsorbed molecule reacts, and the difference in residence time loses its importance.

If k_r lies well between the two desorption rates, a molecule on the 0.8 eV site usually reacts, while one on the 0.3 eV site usually leaves first. This is a statement about one molecule, not about one site. An empty site receives r t_p = 1000 molecules during the pulse, and the fraction of weak sites that have reacted by its end is about 1 − exp(−r P_r t_p). For k_r = 10⁷ s⁻¹ the weak site has P_r = 1.6 × 10⁻³, yet about 79 percent of these sites have reacted, against practically all of the strong ones. The selectivity between the sites is thus lost once k_rθ_s t_p reaches one on the weak site, near k_r ≈ 6 × 10⁶ s⁻¹, long before k_rτ ≫ 1 holds there.

The adsorption energy alone does not say which case applies, because k_r depends on the reactive groups available at the site and on the reaction barrier. A residence time is the time available for reaction; it is not a nucleation time.

**(d) The purge**

When the arrival of precursor stops, r = 0 and the rate equation becomes dθ/dt = −θ/τ. The coverage of unreacted molecules decays as

θ(t) = θ(0) exp(−t/τ).

It has fallen by a factor of one million when exp(t/τ) = 10⁶, that is, at

t = τ ln 10⁶.

This time is 2.172 × 10⁻⁹ s for the 0.3 eV site and 4.616 × 10⁻⁴ s for the 0.8 eV site. Both are far shorter than the purge of 1 s, so neither site keeps its unreacted precursor. The stronger site is well populated while the gas is present, yet it is empty again within the first millisecond of the purge. What remains for the next half-cycle is the material that has reacted, or that has moved to sites with much stronger binding.

This conclusion assumes that the gas is removed promptly. If precursor lingers above the surface, r is not zero. When r falls slowly compared with τ, the coverage follows the remaining arrival rate instead of decaying freely.

The energy that gives a mean residence time t₀ is found by solving t₀ = (1/ν) exp(E/k_BT) for E:

νt₀ = exp(E/k_BT),
E = k_BT ln(νt₀).

For t₀ = 1 s the argument of the logarithm is 10¹³, and

E = 0.04076 eV × ln 10¹³ = 1.220 eV.

Even at this energy, only a fraction 1/e of the molecules would survive a purge of 1 s, because the purge then lasts for one mean residence time. Retaining 90 percent of the unreacted precursor requires exp(−1 s/τ) = 0.9, or τ ≈ 9.5 s, and hence a deeper well of about 1.31 eV.

When reaction is too slow to disturb the coverages, the two sites thus hold very different amounts of unreacted precursor during the pulse, but practically none after the purge. The amounts that have reacted may still differ greatly. Raising the adsorption energy from 0.3 to 0.8 eV gives an adsorbed molecule far more time to react before it would desorb, but it does not store unreacted precursor for the next step. The main values are collected in the numerical output below.

Values computed for the example and the checks

```
temperature: 473 K
attempt frequency: 1.0e+13 1/s
thermal energy kT: 0.04076 eV
--- adsorption energy: 0.3 eV
E/kT: 7.360
escape probability per period: 6.361e-04
desorption rate: 6.361e+09 1/s
mean residence time: 1.572e-10 s
relative rate change from well cutoff: 6.2e-05
arrival rate times residence time: 1.572e-06
steady coverage in pulse: 1.572e-06
time for millionfold fall in purge: 2.172e-09 s
--- adsorption energy: 0.8 eV
E/kT: 19.627
escape probability per period: 2.993e-09
desorption rate: 2.993e+04 1/s
mean residence time: 3.341e-05 s
relative rate change from well cutoff: 1.9e-10
arrival rate times residence time: 3.341e-01
steady coverage in pulse: 2.505e-01
time for millionfold fall in purge: 4.616e-04 s
--- comparison
residence time at 0.3 eV, converted: 0.157 ns
residence time at 0.8 eV, converted: 33.4 microseconds
energy difference over kT: 12.267
ratio of residence times: 2.125e+05
ratio of steady coverages: 1.593e+05
factor in time per 0.1 eV: 11.63
energy shift offsetting tenfold nu: 0.0939 eV
arrival rate per empty site: 1.0e+04 1/s
pulse duration: 0.1 s
purge duration: 1.0 s
target mean residence time: 1.0 s
energy needed for target time: 1.220 eV
```
